# Kramers–Heisenberg Cross Section for RIXS with a Core-Hole Width: verification in Python

```python
"""Kramers-Heisenberg scattering of a photon (w1 -> w2) by bound electrons.

Result under test:
  dsigma/dOmega = r_e^2 (w2/w1) |F|^2,   F = Thomson + resonant + antiresonant
  Thomson      = e2.e1 <f| exp(i(k1-k2)r) |i>
  resonant     = (1/m) sum_n <f|T2^+|n><n|T1|i> / (E_i + hbar w1 - E_n + i Gamma/2)
  antiresonant = (1/m) sum_n <f|T1|n><n|T2^+|i> / (E_i - hbar w2 - E_n)
with T = (polarization . p) exp(i k r), r_e the classical electron radius and
Gamma the full width of the core-hole state n. Model tests use hbar = m = e = 1.
"""
from functools import reduce
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

hbar, m_e, q_e = const.hbar, const.m_e, const.e
eps0, c = const.epsilon_0, const.c
r_e = q_e**2 / (4 * np.pi * eps0 * m_e * c**2)


def show(label, value, unit="", fmt=".5g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def lowering(size):
    return np.diag(np.sqrt(np.arange(1.0, size)), 1)


def kron(*factors):
    return reduce(np.kron, factors)


# ---- Test A: all three terms against diagonalization with quantized modes ----
# Electron in a 2D oscillator; photons run along x and are polarized along y.
# The states |i; 1,0> and |f; 0,1> are degenerate, f = one quantum along x.
def test_three_terms():
    nx, ny, nph = 12, 3, 3
    wx, wy, w1, w2 = 0.4, 1.0, 0.7, 0.3
    k1, k2, g = 0.5, -0.3, 0.003
    ax, ay, ap = lowering(nx), lowering(ny), lowering(nph)
    ix, iy, ip = np.eye(nx), np.eye(ny), np.eye(nph)
    x = (ax + ax.T) / np.sqrt(2 * wx)
    py = 1j * np.sqrt(wy / 2) * (ay.T - ay)
    half = (kron(expm(1j * k1 * x), iy, ap, ip)
            + kron(expm(1j * k2 * x), iy, ip, ap))
    field = g * (half + half.conj().T)
    ham = (wx * kron(ax.T @ ax, iy, ip, ip) + wy * kron(ix, ay.T @ ay, ip, ip)
           + w1 * kron(ix, iy, ap.T @ ap, ip) + w2 * kron(ix, iy, ip, ap.T @ ap)
           + kron(ix, py, ip, ip) @ field + field @ field / 2)
    energies, vectors = np.linalg.eigh(ham)
    shape = (nx, ny, nph, nph)
    pair = [np.ravel_multi_index((0, 0, 1, 0), shape),
            np.ravel_multi_index((1, 0, 0, 1), shape)]
    weight = np.sum(abs(vectors[pair])**2, axis=0)
    chosen = np.argsort(weight)[-2:]
    left, _, right = np.linalg.svd(vectors[pair][:, chosen])
    frame = left @ right
    effective = frame @ np.diag(energies[chosen]) @ frame.conj().T
    numerical = effective[1, 0] / g**2

    # Formula, with matrix elements from quadrature over explicit wavefunctions
    grid = np.linspace(-16, 16, 3201)
    step = grid[1] - grid[0]
    psi = np.zeros((nx, grid.size))
    psi[0] = (wx / np.pi)**0.25 * np.exp(-wx * grid**2 / 2)
    psi[1] = np.sqrt(2 * wx) * grid * psi[0]
    for n in range(1, nx - 1):
        psi[n + 1] = (np.sqrt(2 * wx / (n + 1)) * grid * psi[n]
                      - np.sqrt(n / (n + 1)) * psi[n - 1])

    def wave(k):
        return (psi * np.exp(1j * k * grid)) @ psi.T * step

    level = wy + wx * np.arange(nx)
    thomson = wave(k1 - k2)[1, 0]
    resonant = np.sum(wave(-k2)[1] * wave(k1)[:, 0] * wy / 2 / (w1 - level))
    anti = np.sum(wave(k1)[1] * wave(-k2)[:, 0] * wy / 2 / (-w2 - level))
    total = thomson + resonant + anti
    assert abs(numerical - total) < 1e-3 * abs(total)
    assert min(abs(thomson), abs(resonant), abs(anti)) > 0.05 * abs(total)
    print("Two-mode test, dimensionless amplitudes (imaginary parts)")
    show("  Thomson", thomson.imag)
    show("  resonant", resonant.imag)
    show("  antiresonant", anti.imag)
    show("  sum from formula", total.imag, fmt=".6f")
    show("  from diagonalization", numerical.imag, fmt=".6f")


# ---- Test B: prefactor from an explicit sum over photon modes in a box ----
def test_prefactor():
    axis = np.arange(-45, 46)
    gx, gy, gz = np.meshgrid(axis, axis, axis, indexing="ij")
    radius = np.sqrt(gx**2 + gy**2 + gz**2).ravel()
    keep = radius > 0
    radius, z = radius[keep], gz.ravel()[keep]
    polarization_sum = 1 - (z / radius)**2
    w1 = 500 * q_e / hbar
    shell, spread = 30.0, 1.5
    print("Box-mode sum, total cross section for |F| = |e2.e1|")
    for ratio in (1.0, 0.6):
        w2 = ratio * w1
        volume = (2 * np.pi * shell * c / w2)**3
        w = w2 * radius / shell
        width = hbar * w2 * spread / shell
        delta = (np.exp(-(hbar * (w - w2) / width)**2 / 2)
                 / (width * np.sqrt(2 * np.pi)))
        element2 = (q_e**2 * hbar / (2 * eps0 * volume * m_e))**2 / (w1 * w)
        rate = 2 * np.pi / hbar * np.sum(element2 * polarization_sum * delta)
        sigma = rate * volume / c
        expected = const.value("Thomson cross section") * ratio
        assert abs(sigma / expected - 1) < 1e-3
        show(f"  w2/w1 = {ratio}: mode sum", sigma / const.value(
            "Thomson cross section"), "Thomson cross sections", ".5f")


# ---- Test C: core-hole width from decay into two discretized continua ----
def test_width():
    spacing, edge, time = 0.25, 100.0, 22.0
    partial = (0.75, 0.25)              # partial widths; total width = 1
    first = np.arange(-edge, edge + spacing / 2, spacing)
    second = first[:-1] + spacing / 2
    levels = np.concatenate(([0.0], first, second))
    coupling = np.concatenate((
        np.full(first.size, np.sqrt(partial[0] * spacing / (2 * np.pi))),
        np.full(second.size, np.sqrt(partial[1] * spacing / (2 * np.pi)))))
    ham = np.diag(levels)
    ham[0, 1:] = ham[1:, 0] = coupling
    values, vectors = np.linalg.eigh(ham)
    weight = vectors[0]**2

    def propagator(energy):
        # -i times the time integral, stopped before the discrete revival
        phase = (energy - values) * time
        return np.sum(weight * -1j * time * np.exp(0.5j * phase)
                      * np.sinc(phase / (2 * np.pi)))

    worst = 0.0
    for detuning in np.linspace(-3, 3, 13):
        damped = 1 / (detuning + 0.5j * sum(partial))
        worst = max(worst, abs(propagator(detuning) / damped - 1))
    assert worst < 0.01                 # finite continuum: about 1/(pi*edge)
    below = -200.0
    constant_width = (1 / (below + 0.5j)).imag
    leftover = abs(propagator(below).imag / constant_width)
    assert leftover < 0.05
    print("Decay into two continua")
    show("  largest relative deviation from damped denominator", worst, "", ".2g")
    show("  damping below threshold / constant-width damping", leftover, "", ".2g")


# ---- Test D: length form and frequency limits in an anharmonic oscillator ----
def test_length_form():
    size = 80
    a = lowering(size)
    x = (a + a.T) / np.sqrt(2)
    p = 1j * (a.T - a) / np.sqrt(2)
    ham = (p @ p).real / 2 + x @ x / 2 + 0.2 * x @ x @ x + 0.1 * x @ x @ x @ x
    energy, states = np.linalg.eigh(ham)
    xm, pm = states.T @ x @ states, states.T @ p @ states

    def second_order(op, f, w1, w2):
        path = op[f] * op[:, 0]
        return np.sum(path / (energy[0] + w1 - energy)
                      + path / (energy[0] - w2 - energy)).real

    print("Anharmonic oscillator, dimensionless F")
    w1 = (energy[1] + energy[2]) / 2 - energy[0]
    for f, name in ((0, "elastic"), (1, "inelastic")):
        w2 = w1 - (energy[f] - energy[0])
        velocity = float(f == 0) + second_order(pm, f, w1, w2)
        length = w1 * w2 * second_order(xm, f, w1, w2)
        assert abs(velocity - length) < 1e-6 * max(1, abs(length))
        show(f"  {name}, momentum form", velocity, "", ".6f")
        show(f"  {name}, length form", length, "", ".6f")
    field = 0.005
    shifted = [np.linalg.eigvalsh(ham + s * field * x)[0] for s in (1, -1)]
    alpha = -(sum(shifted) - 2 * energy[0]) / field**2
    slow = 0.01
    low = 1 + second_order(pm, 0, slow, slow)
    high = 1 + second_order(pm, 0, 50.0, 50.0)
    assert abs(low / (-slow**2 * alpha) - 1) < 1e-3
    assert abs(high - 1) < 0.01
    show("  polarizability from finite field", alpha)
    show("  -F/w^2 at w = 0.01", -low / slow**2)
    show("  F at w = 50", high, "", ".5f")


test_three_terms()
test_prefactor()
test_width()
test_length_form()

# ---- Worked example: energies in eV, lengths in m, parallel polarizations ----
E_core, E_loss = 500.0, 3.0             # core excitation, final excitation
gamma_core, gamma_final = 0.2, 0.05     # full widths
x_core, x_decay = 2.0e-12, 1.5e-12      # <n|x|i> and <f|x|n>
electrons = 8
hbar2_over_m = hbar**2 / m_e / q_e      # eV m^2
barn = 1e-28


def strength(elastic):
    if elastic:
        return E_core**2 * x_core**2 / hbar2_over_m
    return E_core * (E_core - E_loss) * x_core * x_decay / hbar2_over_m


def terms(e1, e2, elastic):
    s = strength(elastic)
    return (electrons if elastic else 0.0,
            s / (e1 - E_core + 0.5j * gamma_core), -s / (E_core + e2))


def section(e1, e2, elastic):
    return r_e**2 * e2 / e1 * abs(sum(terms(e1, e2, elastic)))**2 / barn


def fixed_loss(e1):
    return section(e1, e1 - E_loss, False)


def emission(e1, e2):
    offset = e1 - e2 - E_loss
    line = gamma_final / (2 * np.pi) / (offset**2 + gamma_final**2 / 4)
    return section(e1, e2, False) * line


def peak(function, low, high):
    return minimize_scalar(lambda e: -function(e), bounds=(low, high),
                           method="bounded", options={"xatol": 1e-8}).x


def full_width(function, centre, reach):
    half = function(centre) / 2
    upper = brentq(lambda e: function(e) - half, centre, centre + reach)
    lower = brentq(lambda e: function(e) - half, centre - reach, centre)
    return upper - lower


print("Worked example")
show("  core excitation energy", E_core, "eV")
show("  final-state energy", E_loss, "eV")
show("  core-hole width", gamma_core, "eV")
show("  final-state width", gamma_final, "eV")
show("  core transition length", x_core * 1e12, "pm")
show("  decay transition length", x_decay * 1e12, "pm")
show("  electrons in Thomson term", electrons, "", "d")
show("  classical electron radius", r_e * 1e15, "fm")
show("  core-hole lifetime", hbar / (gamma_core * q_e) * 1e15, "fs")
show("  photon energy / electron rest energy", E_core * q_e / (m_e * c**2))
show("  inelastic strength S", strength(False), "eV")
_, res, anti = terms(E_core, E_core - E_loss, False)
show("  inelastic resonant |F| on resonance", abs(res))
show("  inelastic antiresonant |F|", abs(anti))
on_peak = fixed_loss(E_core)
show("  inelastic cross section on resonance", on_peak, "barn/sr")
show("  same", on_peak * barn, "m^2/sr")
show("  double-differential peak", emission(E_core, E_core - E_loss),
     "barn/(sr eV)")

top = peak(fixed_loss, E_core - 0.2, E_core + 0.2)
scan_width = full_width(fixed_loss, top, 1.0)
line_top = peak(lambda e: emission(E_core, e), 496.9, 497.1)
line_width = full_width(lambda e: emission(E_core, e), line_top, 0.5)
moved_top = peak(lambda e: emission(E_core + 1, e), 497.9, 498.1)
assert abs(scan_width / gamma_core - 1) < 0.01
assert abs(line_width / gamma_final - 1) < 0.01
assert abs(moved_top - line_top - 1) < 1e-3
show("  width of incident scan at fixed loss", scan_width, "eV", ".4f")
show("  width of emission line at fixed incidence", line_width, "eV", ".4f")
show("  emission shift for +1 eV incidence", moved_top - line_top, "eV", ".4f")
ratio = ((E_core + 1) * (E_core + 1 - E_loss)
         / (E_core * (E_core - E_loss)))
show("  length/momentum resonant amplitude at +1 eV", ratio, "", ".5f")


def elastic(e):
    return section(e, e, True)


dip = minimize_scalar(elastic, bounds=(E_core - 4, E_core - 0.5),
                      method="bounded", options={"xatol": 1e-8}).x
estimate = -strength(True) / electrons
assert abs((dip - E_core) / estimate - 1) < 0.02
assert elastic(dip) < 0.05 * elastic(2 * E_core - dip)
show("  elastic strength S", strength(True), "eV")
show("  elastic cross section on resonance", elastic(E_core), "barn/sr")
show("  elastic minimum, detuning", dip - E_core, "eV", ".4f")
show("  estimate -S/electrons", estimate, "eV", ".4f")
show("  elastic cross section at minimum", elastic(dip), "barn/sr")
show("  elastic at mirrored detuning", elastic(2 * E_core - dip), "barn/sr")
show("  Thomson term alone", r_e**2 * electrons**2 / barn, "barn/sr")
print("all assertions hold")
```

It prints:

```
Two-mode test, dimensionless amplitudes (imaginary parts)
  Thomson: 0.59955
  resonant: -0.70461
  antiresonant: -0.21928
  sum from formula: -0.324330
  from diagonalization: -0.324315
Box-mode sum, total cross section for |F| = |e2.e1|
  w2/w1 = 1.0: mode sum: 1.00000 Thomson cross sections
  w2/w1 = 0.6: mode sum: 0.60000 Thomson cross sections
Decay into two continua
  largest relative deviation from damped denominator: 0.0032
  damping below threshold / constant-width damping: 0.0057
Anharmonic oscillator, dimensionless F
  elastic, momentum form: 1.658921
  elastic, length form: 1.658921
  inelastic, momentum form: 0.192118
  inelastic, length form: 0.192118
  polarizability from finite field: 0.7749
  -F/w^2 at w = 0.01: 0.77496
  F at w = 50: 1.00054
Worked example
  core excitation energy: 500 eV
  final-state energy: 3 eV
  core-hole width: 0.2 eV
  final-state width: 0.05 eV
  core transition length: 2 pm
  decay transition length: 1.5 pm
  electrons in Thomson term: 8
  classical electron radius: 2.8179 fm
  core-hole lifetime: 3.2911 fs
  photon energy / electron rest energy: 0.00097848
  inelastic strength S: 9.7835 eV
  inelastic resonant |F| on resonance: 97.835
  inelastic antiresonant |F|: 0.0098129
  inelastic cross section on resonance: 755.51 barn/sr
  same: 7.5551e-26 m^2/sr
  double-differential peak: 9619.4 barn/(sr eV)
  width of incident scan at fixed loss: 0.2000 eV
  width of emission line at fixed incidence: 0.0500 eV
  emission shift for +1 eV incidence: 1.0000 eV
  length/momentum resonant amplitude at +1 eV: 1.00402
  elastic strength S: 13.123 eV
  elastic cross section on resonance: 1372.7 barn/sr
  elastic minimum, detuning: -1.6492 eV
  estimate -S/electrons: -1.6404 eV
  elastic cross section at minimum: 0.018624 barn/sr
  elastic at mirrored detuning: 20.132 barn/sr
  Thomson term alone: 5.0821 barn/sr
all assertions hold
```
